# The nonlocal commutator setting for optical dipoles and static susceptibility

## Definitions and conventions

The crystal is one-dimensional with period \(a\). An electron has charge \(-e\) and Hamiltonian

\[
H=T+V_{\rm loc}(x)+V_{\rm NL},\qquad T=\frac{p^2}{2m},\qquad
V_{\rm NL}=\sum_R\sum_j|\beta_{jR}\rangle D_j\langle\beta_{jR}| .
\]

Here \(R\) runs over the ions, one per cell, \(\beta_{jR}(x)=\beta_j(x-R)\) is a real projector, and \(D_j\) is its strength. Define

\[
b_j(q)=\int e^{-iqx}\beta_j(x)\,dx,\qquad
b_j'(q)=\frac{db_j}{dq}=-i\int x\,e^{-iqx}\beta_j(x)\,dx .
\]

Bloch states are \(e^{ikx}u_{nk}(x)\), with \(u_{nk}\) normalized over one cell. Band 0 is filled with two spins, bands \(c\ge1\) are empty, and a gap separates them. At each \(k\),

\[
\Delta_c=E_c-E_0,\qquad W_c=\langle c|\hbar v|0\rangle=P_c+N_c .
\]

\(P_c\) comes from the momentum and \(N_c\) from the nonlocal potential; both are in eV nm. Parallel chains, each of cross-section \(A\), fill space, so a dipole per unit length of chain becomes a polarization after division by \(A\).

The setting decides whether \(N_c\) is included. With it off, \(W_c\) is replaced by \(P_c\), while energies and wavefunctions still come from the full \(H\). The susceptibilities are called \(\chi\) (on) and \(\chi_p\) (off), and the error is \(\chi_p/\chi-1\), relative to the full result of the same model.

Unless stated otherwise, the ions are fixed, the temperature is zero, and \(H\) does not respond to the field. "Static" therefore means the low-frequency electronic response, without lattice displacement.

## What the setting adds

The velocity is the rate of change of position, \(v=(i/\hbar)[H,x]\). Since \([p,x]=-i\hbar\),

\[
[p^2,x]=p[p,x]+[p,x]p=-2i\hbar p,
\qquad \frac{i}{\hbar}[T,x]=\frac pm .
\]

The local potential commutes with \(x\). A nonlocal potential acts through a kernel \(V(x,x')\), and its commutator has the kernel

\[
[V_{\rm NL},x](x,x')=V(x,x')(x'-x).
\]

This vanishes for a local potential, whose kernel is confined to \(x=x'\), but not in general otherwise. Hence

\[
\hbar v=\frac{\hbar p}{m}+i[V_{\rm NL},x].
\]

The operator \(x\) is not lattice periodic, but the commutator is. For the projectors on ion \(R\), the constant \(R\) commutes with everything, so \([V_R,x]=[V_R,x-R]\). Each projector contributes

\[
D\Big(|\beta_R\rangle\langle(x-R)\beta_R|-|(x-R)\beta_R\rangle\langle\beta_R|\Big),
\]

which contains the position relative to its own ion. The cost is one extra projector function, \(x\beta_j\), for each original one.

### Plane-wave form

On a ring of \(N\) cells and length \(L=Na\), normalized plane waves give

\[
\langle q|\beta_R\rangle=\frac{e^{-iqR}b(q)}{\sqrt L},\qquad
\langle q|(x-R)\beta_R\rangle=\frac{e^{-iqR}\,i\,b'(q)}{\sqrt L}.
\]

The sum \(\sum_Re^{-i(q-q')R}\) equals \(N\) when \(q-q'\) is a reciprocal lattice vector and zero otherwise. With \(N/L=1/a\), \(q=k+G\) and \(q'=k+G'\),

\[
(V_{\rm NL})_{GG'}=\sum_j\frac{D_j}{a}b_j(q)b_j^*(q').
\]

For the commutator, the conjugate of \(ib'\) is \(-ib'^*\), so

\[
(i[V_{\rm NL},x])_{GG'}
=\sum_j\frac{iD_j}{a}\big[-ib_jb_j'^*-ib_j'b_j^*\big]
=\sum_j\frac{D_j}{a}\big[b_j(q)b_j'^*(q')+b_j'(q)b_j^*(q')\big].
\]

This is the \(k\)-derivative of the preceding matrix. The kinetic energy \(\hbar^2(k+G)^2/2m\) has derivative \(\hbar^2(k+G)/m\), which is \(\hbar p/m\), and the local potential does not depend on \(k\). Therefore \(\hbar v=\partial H(k)/\partial k\).

For a normalized band vector, the derivatives of the vector drop out of \(dE_n/dk\) because its norm is fixed, leaving \(dE_n/dk=\langle n|\hbar v|n\rangle\). This gives a diagnostic that needs no optical calculation: compare the diagonal velocity with the slope of the band. Use a general \(k\): at the zone centre and zone edge of this crystal both vanish by symmetry, and so does the momentum part alone, so a missing commutator would go unnoticed there.

## From velocity to dipole

In an extended crystal the interband dipole is defined by \(x_c=i\langle u_c|\partial_ku_0\rangle\). Differentiate \(H(k)u_0=E_0u_0\) and project on \(u_c\). The term in \(dE_0/dk\) vanishes by orthogonality, and

\[
W_c+E_c\langle u_c|\partial_ku_0\rangle
=E_0\langle u_c|\partial_ku_0\rangle
\quad\Rightarrow\quad
x_c=-\frac{iW_c}{\Delta_c}.
\]

With the setting off, the numerator belongs to \([T,x]\) and the denominator to the full \(H\). The quotient is then not the dipole of the calculated states, unless \(N_c\) happens to vanish.

The dipole can also be found without a velocity. Orthogonality at each \(k\) gives \(\langle\partial_ku_c|u_0\rangle=-\langle u_c|\partial_ku_0\rangle\), so for small \(q\)

\[
|\langle u_{c,k+q}|u_{0,k}\rangle|=|q|\,|x_c|+O(q^2).
\]

## From dipole to susceptibility

Apply a weak potential energy \(U_0\cos qx\) to the electrons. This avoids the unbounded potential of a uniform field, which is recovered as \(q\to0\). First-order perturbation of an occupied orbital \(i\) changes its expectation value of \(\cos qx\) by

\[
-2U_0\sum_f\frac{|\langle f|\cos qx|i\rangle|^2}{E_f-E_i}.
\]

When \(f\) is also occupied, the terms for \(i\to f\) and \(f\to i\) cancel, so empty bands remain. Since \(\cos qx=(e^{iqx}+e^{-iqx})/2\), an orbital at \(k\) couples to \(k+q\) and \(k-q\), each with squared matrix element \(q^2|x_c|^2/4\) at leading order. Together they give \(q^2|x_c|^2/2\). With two spins and \(\sum_k=L\int dk/2\pi\), the change of the total \(\langle\cos qx\rangle\) is

\[
\delta C=-2U_0q^2L\int_{\rm BZ}\frac{dk}{2\pi}\sum_c\frac{|x_c|^2}{\Delta_c}.
\]

A density wave \(\delta n_q\cos qx\) has \(\delta C=L\,\delta n_q/2\), so

\[
\delta n_q=-4U_0q^2\int_{\rm BZ}\frac{dk}{2\pi}\sum_c\frac{|x_c|^2}{\Delta_c}.
\]

The force \(-e\mathcal E=U_0q\sin qx\) gives the field \(\mathcal E=-(U_0q/e)\sin qx\). The charge density \(-e\,\delta n_q\cos qx=-d\mathcal P/dx\) gives the dipole per length \(\mathcal P=(e\,\delta n_q/q)\sin qx\). Their ratio is the polarizability per length, \(-e^2\delta n_q/(q^2U_0)\). Division by \(\varepsilon_0A\) yields

\[
\chi=\frac{4e^2}{\varepsilon_0A}\int_{\rm BZ}\frac{dk}{2\pi}
\sum_c\frac{|x_c|^2}{\Delta_c}
=\frac{4e^2}{\varepsilon_0A}\int_{\rm BZ}\frac{dk}{2\pi}
\sum_c\frac{|W_c|^2}{\Delta_c^3}.
\]

The formula requires a gap: small \(\Delta_c\) carries a large weight, and a partly filled band would add a response within the band.

Expanding the square shows what is lost when the setting is off:

\[
|W_c|^2=|P_c|^2+2\,{\rm Re}(P_c^*N_c)+|N_c|^2,
\qquad
\chi=\chi_p+\chi_{\rm cross}+\chi_{NN}.
\]

Thus \(\chi_p/\chi-1=-(\chi_{\rm cross}+\chi_{NN})/\chi\). The last term is never negative, but the cross term can have either sign. For weak nonlocality it dominates unless it cancels over the zone, so there is no general rule that momentum alone underestimates the response.

## A zone-edge estimate of sign and size

Take one even and one odd projector of width \(\sigma\), both normalized, with \(\beta_1=(\sqrt2x/\sigma)\beta_0\):

\[
\beta_0=(\pi\sigma^2)^{-1/4}e^{-x^2/2\sigma^2},\quad
b_0=(4\pi\sigma^2)^{1/4}e^{-q^2\sigma^2/2},\quad
b_1=\frac{\sqrt2}{\sigma}ib_0'=-i\sqrt2\,\sigma q\,b_0 .
\]

Let \(V_{\rm loc}=-V_0\cos(2\pi x/a)\) with \(V_0>0\). At \(\kappa=\pi/a\), keep the two plane waves \(\pm\kappa\). The lower state is their even combination and the upper state the odd one, provided the gap below is positive. The local potential separates them by \(V_0\). The even projector shifts the lower state by \(2D_0b_0^2/a\), and the odd projector shifts the upper state by \(2D_1|b_1|^2/a\), with \(b_j\) taken at \(\kappa\). Defining

\[
g_0=-\frac{2D_0b_0^2}{a},\qquad
g_1=\frac{4D_1\kappa^2\sigma^2b_0^2}{a},
\]

the gap is \(\Delta=V_0+g_0+g_1\).

With coefficients \((1,1)/\sqrt2\) and \((1,-1)/\sqrt2\), the momentum part is \(P=\hbar^2\kappa/m\). In the commutator, parity leaves \(2D_0b_0b_0'/a\) from the even projector and \(2D_1b_1b_1'^*/a\) from the odd one. Differentiation gives \(b_0'=-\kappa\sigma^2b_0\) and \(b_1'=-i\sqrt2\sigma(1-\kappa^2\sigma^2)b_0\), so

\[
N=g_0\,\kappa\sigma^2+g_1\,\frac{1-\kappa^2\sigma^2}{\kappa}.
\]

For \(\kappa\sigma<1\), an attractive even projector (\(D_0<0\)) and a repulsive odd one (\(D_1>0\)) both make \(N\) add to \(P\). Reversing both strengths makes it subtract. If they have the same sign, the contributions compete.

The limit of short projectors is instructive. At fixed \(g_0\) and \(g_1\), the two-wave formula makes the even contribution vanish as \(\sigma^2\) and the odd one tend to \(g_1/\kappa\). That finite limit belongs to the approximation. Fixed \(g_1\) needs \(D_1\propto\sigma^{-3}\), which couples the edge states to many plane waves, so two are no longer enough. With \(g_0\) and \(g_1\) held at the values of the example below, the two-wave \(N\) settles near 0.096 eV nm, while in a converged basis \(N\) keeps falling: 0.130, 0.072 and 0.030 eV nm at \(\sigma=0.08\), 0.02 and 0.005 nm. The fall is slow, and the error of \(\chi_p\) is still about \(-23\%\) and \(-10\%\) at the two shorter widths. A short projector range is therefore not by itself a reason to switch the commutator off. The two-wave formulas concern the zone edge only; \(\chi\) needs the whole zone.

## Worked example

The parameters are round model values: \(a=0.40\) nm, \(A=0.16\) nm², \(V_0=2.00\) eV, \(\sigma=0.08\) nm, \(D_0=-1.50\) eV and \(D_1=1.00\) eV.

First the two-wave estimate. Here \(\kappa=7.85\) nm⁻¹, \(\kappa^2\sigma^2=0.395\) and \(2b_0^2/a=0.955\), so

\[
g_0=1.50\times0.955=1.43\ {\rm eV},\qquad
g_1=1.00\times2\times0.395\times0.955=0.75\ {\rm eV}.
\]

With one more digit kept, the estimated gap is \(2.000+1.433+0.754=4.19\) eV, against 4.25 eV in the full basis. The estimated commutator part is

\[
N=1.43\times0.0503+0.75\times\frac{0.605}{7.85}
=0.072+0.058=0.130\ {\rm eV\,nm},
\]

in agreement with the full-basis value of 0.130 eV nm. The full-basis momentum part is 0.600 eV nm, so

\[
|x_c|=\frac{0.600+0.130}{4.25}=0.172\ {\rm nm},\qquad
|x_c|_p=\frac{0.600}{4.25}=0.141\ {\rm nm}.
\]

Squaring the ratio, with one more digit kept, gives \((0.6004/0.7306)^2=0.68\): this transition loses about 32% of its strength when the setting is off.

At \(k=4.712\) nm⁻¹, the finite-difference band slope is 0.26642 eV nm. The full diagonal velocity gives the same number; momentum alone gives 0.21448 eV nm, 19% too low. The dipole to the first empty band, from overlaps of states separated by \(10^{-4}\) nm⁻¹, is 0.08565 nm. The full velocity reproduces it, while momentum alone gives 0.06525 nm.

Integration over the zone and summation over all empty bands of the basis give

\[
\chi=1.325+0.665+0.088=2.078,\qquad
\frac{\chi_p}{\chi}-1=\frac{1.325}{2.078}-1=-36\% .
\]

Most of the missing response is the cross term. The relative permittivity \(1+\chi\) falls from 3.08 to 2.32, an error of \(-24\%\); it is smaller because the vacuum contribution of 1 is unaffected.

The density-wave definition supplies a check without any velocity operator. Rings of 20 and 40 cells, each with one period of a potential of amplitude 0.01 eV, give 2.0517 and 2.0716. The response is even in \(q\), so its leading finite-size error is proportional to \(q^2\). Doubling the ring divides that error by four, and eliminating it gives

\[
\chi_{\rm ring}=\frac{4\times2.0716-2.0517}{3}=2.078 .
\]

This agrees with \(\chi\), not with \(\chi_p=1.325\).

### Changing the nonlocal strength

Multiply both \(D_j\) by a common factor \(\lambda\), holding \(a\), \(A\), \(V_0\) and \(\sigma\) fixed:

| \(\lambda\) | gap (eV) | \(\chi\) | \(\chi_p\) | error |
|---:|---:|---:|---:|---:|
| −0.5 | 0.86 | 34.1 | 43.9 | +29% |
| 0 | 1.99 | 7.27 | 7.27 | 0% |
| 0.5 | 3.12 | 3.39 | 2.68 | −21% |
| 1 | 4.25 | 2.08 | 1.32 | −36% |

The sign reverses with the strengths, as the zone-edge estimate suggests. The gap is not held fixed, so the large change of \(\chi\) down the table is not a measure of the commutator. The error column is, since each entry compares two results with identical energies and states.

## Frequency-dependent formulas

In a field of angular frequency \(\omega\), an orbital acquires admixtures with denominators \(\Delta_c-\hbar\omega\) and \(\Delta_c+\hbar\omega\). Below the gap the static factor \(1/\Delta_c\) becomes their average:

\[
\frac12\left(\frac1{\Delta_c-\hbar\omega}+\frac1{\Delta_c+\hbar\omega}\right)
=\frac{\Delta_c}{\Delta_c^2-\hbar^2\omega^2}.
\]

Substitute \(|x_c|^2=|W_c|^2/\Delta_c^2\) and use

\[
\frac1{\Delta_c(\Delta_c^2-\hbar^2\omega^2)}
=\frac1{\hbar^2\omega^2}\left[
\frac{\Delta_c}{\Delta_c^2-\hbar^2\omega^2}-\frac1{\Delta_c}\right].
\]

This is the velocity form: a transition term minus a constant, both divided by \(\omega^2\). The constant can be replaced by a ground-state quantity. Differentiating \(dE_0/dk=\langle0|\partial_kH|0\rangle\) and inserting \(\langle c|\partial_k0\rangle=-W_c/\Delta_c\) gives

\[
\frac{d^2E_0}{dk^2}=\langle0|\partial_k^2H|0\rangle
-\sum_c\frac{2|W_c|^2}{\Delta_c}.
\]

The component of \(\partial_ku_0\) along \(u_0\) is imaginary and drops out. The left side averages to zero over the zone because \(dE_0/dk\) is periodic. Denoting the zone average by a bar,

\[
\overline{\langle0|\partial_k^2H|0\rangle}
=\overline{\sum_c2|W_c|^2/\Delta_c}.
\]

In the example both sides are 0.0991 eV nm². If \(P_c\) and the bare-mass term \(\hbar^2/m\) are used instead, they are 0.0591 and 0.0762 eV nm², and no longer cancel. With \(\int dk/2\pi=1/a\) times the average, the remainder is

\[
\chi_{\rm spur}=\frac{2e^2}{\varepsilon_0Aa}\,
\frac{0.0591-0.0762}{(\hbar\omega)^2}\ {\rm eV\,nm^2}.
\]

With \(e^2/\varepsilon_0=18.1\) eV nm, this is \(-9.7\) at \(\hbar\omega=1\) eV and grows as \(1/\omega^2\) at lower frequency. The dipole form with the setting off stays finite but wrong; the velocity form with the bare-mass constant diverges. When its constant is taken from the ground state, the velocity form needs both the commutator in \(W_c\) and the nonlocal part of \(\partial_k^2H\).

## Choosing and checking the setting

Switch the commutator on whenever \(V_{\rm NL}\) is present and a dipole or susceptibility is computed from velocity matrix elements. Any other nonlocal term in \(H\), such as exact exchange, needs its own commutator as well. The calculation then runs as follows:

1. Tabulate \(b_j\) and \(b_j'\) at every \(k+G\).
2. Diagonalize \(H(k)\), then contract both parts of \(\partial_kH\) with the eigenvectors.
3. Add \(P_c\) and \(N_c\) before taking the modulus; their relative phase carries the cross term.
4. Divide \(|W_c|\) by \(\Delta_c\) to get \(|x_c|\), then sum \(|x_c|^2/\Delta_c\) over empty bands and \(k\) with the prefactor of \(\chi\).
5. Compare diagonal velocities with band slopes at general \(k\), then converge the mesh, basis and number of empty bands.

Convergence cannot reveal a missing operator. Here, going from 80 to 160 \(k\) points, or from 17 to 25 plane waves, leaves both \(\chi\) and \(\chi_p\) unchanged to five decimals, yet the two differ by 0.75.

If empty bands are shifted rigidly by \(s\) to correct the gap, with the states unchanged, \(x_c\) is unchanged. The shift is itself a nonlocal operator, and \(W_c\) becomes \(W_c(\Delta_c+s)/\Delta_c\). Compute \(x_c\) with the original \(\Delta_c\), then use \(|x_c|^2/(\Delta_c+s)\) in \(\chi\). Dividing the old \(W_c\) by the new gap would again mix two Hamiltonians.

The commutator makes the dipole consistent with the pseudo-Hamiltonian. It does not restore the all-electron wavefunction near the nucleus. The matrix formulas also assume an orthonormal basis that does not change with \(k\).

## Reading the number beside a real material

A gap of a few eV and a period of a few tenths of a nanometre are roughly those of a wide-gap semiconductor. The model's electronic permittivity of 3.1 is somewhat below the rough range of 4 to 6 for many such materials; the model has one filled band and one direction of motion, so it should not be used to predict their values. Among the corrections sized here, that of local fields is the largest, but the ranking depends on the gap shift chosen below: a shift of about 1.2 eV would lower \(\chi\) as much. Letting the induced charge act back on the electrons in the random-phase approximation, with charge uniform across the section, lowers \(\chi\) by 20%, to 1.67. Raising the gap by 0.5 eV at fixed dipoles lowers the original \(\chi\) by 9%, and a photon energy of 1 eV raises it by 5%. Thermal carriers are negligible at 300 K: \(\exp(-E_{\rm gap}/2k_BT)\) is about \(10^{-36}\). The potential drop per cell equals the gap at 106 MV/cm, which is a scale for strong fields and not a breakdown prediction. Excitons and lattice polarization are not sized. The 36% commutator error exceeds each of the sized corrections in this model, but its value should not be transferred to another pseudopotential. The numerical output gives the values behind these comparisons, apart from the 1.2 eV shift, which follows from solving for the \(s\) at which the shifted \(\chi\) equals 1.67.

## Table of computed values

```
period a = 0.40 nm, cross-section A = 0.16 nm^2
local potential amplitude = 2.00 eV
projector width = 0.08 nm
strengths even, odd = -1.50, 1.00 eV
hbar^2/2m = 0.038100 eV nm^2, e^2/eps0 = 18.0951 eV nm
fundamental gap = 4.2502 eV
zone edge: E_cv = 4.2502 eV
zone edge: momentum part of hbar v = 0.60044 eV nm
zone edge: commutator part = 0.13012 eV nm
zone edge: full hbar v = 0.73055 eV nm
zone edge: |x_cv| full = 0.17188 nm
zone edge: |x_cv| momentum only = 0.14127 nm
test point k = 4.7124 1/nm
  band slope, finite difference = 0.266423 eV nm
  band slope, full / momentum = 0.266423 / 0.214477 eV nm
  |x_cv| from overlaps = 0.085646 nm
  |x_cv| full / momentum = 0.085646 / 0.065246 nm
chi full = 2.07827 (dimensionless)
chi momentum only = 1.32491
chi cross term = 0.66491
chi commutator squared = 0.08844
error of momentum only = -36.25 %
relative permittivity full / momentum = 3.0783 / 2.3249
ring chi, 20 cells / 40 cells = 2.05171 / 2.07156
ring chi extrapolated = 2.07817
shift of chi, 80 to 160 k points = 2.8e-14
shift of chi, 17 to 25 plane waves = 2.1e-14
scale of V_NL | gap eV | chi | chi momentum | error %
  -0.50 | 0.8601 | 34.1375 | 43.9262 | 28.67
   0.00 | 1.9944 | 7.2656 | 7.2656 | 0.00
   0.50 | 3.1245 | 3.3900 | 2.6770 | -21.03
   1.00 | 4.2502 | 2.0783 | 1.3249 | -36.25
curvature average = 0.099100 eV nm^2
full transition sum = 0.099100 eV nm^2
bare-mass term = 0.076200 eV nm^2
momentum transition sum = 0.059092 eV nm^2
spurious 1/omega^2 term of chi at 1.0 eV = -9.674
chi with local fields = 1.6706 (-19.62 %)
chi, gap raised 0.5 eV = 1.8835 (-9.37 %)
chi at 1 eV photon = 2.1744 (4.63 %)
exp(-gap/2kT) at 300 K = 2.0e-36
field gap/(e a) = 106.3 MV/cm
```
